# Why the Be+ core-hole state is a resonance, not a minimum

The Be$^+$ state with one 1s electron missing, $1s2s^2\,{}^2S$, lies, in the s-only model used below, about 97 eV above the energy at which Be$^+$ can break up into Be$^{2+}\,1s^2$ and a free electron. It is a resonance that decays into that continuum. Its self-consistent determinant is a stationary point of the energy but not a minimum, and in a growing basis no eigenvalue of fixed number converges to it. This refutes the idea that a core-hole state is one more bound state, to be found by minimizing an energy or by converging a numbered root.

The model has a fixed nucleus, nonrelativistic electrons, no coupling to radiation and s orbitals only. Its energies and widths therefore refer to the s-only problem, in the finite bases described below, and not to the real ion. Total energies are in hartree, differences in eV.

## The counter-example: minimization

Let $a$ and $b$ be real orthonormal orbitals, $a$ singly and $b$ doubly occupied. With $h$ the one-electron Hamiltonian, $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$, the determinant has energy

$$E[a,b]=h_a+2h_b+J_{bb}+2J_{ab}-K_{ab}.$$

The two $b$ electrons repel each other ($J_{bb}$), each repels the $a$ electron ($2J_{ab}$), and only the one with the same spin as $a$ contributes exchange.

The same functional describes two states. With $a=1s,\ b=2s$ it is the core hole; with $b=1s,\ a=2s$ it is the ground state of the ion. An orbital rotation connects them.

To find stationary points, vary the orbitals. Each term quadratic in $a$ gives a factor 2. For $b$, the terms $2h_b$ and $2J_{ab}$ give 4, $-K_{ab}$ gives $-2$, and $J_{bb}$, which contains $b$ four times, gives 4. Hence

$$\delta E=2\langle\delta a|F_a|a\rangle+4\langle\delta b|F_b|b\rangle,$$

$$F_a=h+2J_b-K_b,\qquad F_b=h+J_b+J_a-\tfrac12K_a .$$

Orthonormality is kept by rotations. Mixing the occupied orbitals means $\delta a=\theta b$, $\delta b=-\theta a$, and stationarity then requires $2\langle b|F_a|a\rangle=4\langle a|F_b|b\rangle$. Rotations into an empty orbital $v$ require $\langle v|F_a|a\rangle=\langle v|F_b|b\rangle=0$.

A Newton search in 14 Laguerre s functions (defined in the next section) finds a core-hole solution of these equations at $-10.0405$ hartree. The Hartree–Fock energy of neutral Be is $-14.5729$ hartree, computed in a separate Gaussian basis that differs from the present one by about $10^{-4}$ hartree, so the 1s ionization energy in this mean-field model is $4.532$ hartree, or 123.3 eV. The solution is useful, but it is a saddle: its Hessian has one negative eigenvalue, $-8.37$ hartree/rad$^2$, and the next, whose value depends on the basis size, is $+2.12$ in this basis.

A displacement of 0.01 rad along the negative mode lowers the energy by $\tfrac12(8.37)(0.01)^2=4.2\times10^{-4}$ hartree. Continued descent ends at $-14.2774$ hartree, a loss of 115.3 eV. The doubly occupied orbital then overlaps the old core orbital by 0.998, so the hole has been filled. The end point agrees with an independent restricted open-shell calculation of $1s^22s$ in Gaussians to about $10^{-4}$ hartree.

At the saddle itself the gradient vanishes, so a solver that seeks stationary points, or follows orbital overlap, can stay there. The collapse belongs to minimization, not to every self-consistent iteration.

## The counter-example: numbered roots

Configuration interaction does not remove the difficulty. The basis consists of $N$ orthonormal Laguerre functions with a common exponent $\zeta$. All configurations of the first six functions are kept, together with those having one electron in the remaining functions. At fixed $\zeta=2.5$ bohr$^{-1}$ each space contains the previous one. Energies are in eV above Be$^{2+}\,1s^2$ as computed in the first six functions at this $\zeta$ ($-13.6258$ hartree). That is the threshold of this restricted space; it is not converged (the s-only value in a larger basis is $-13.6268$ hartree, 0.03 eV lower), so the second decimal is specific to the model:

| $N$ | root 5 | core-hole root | its energy | projected |
|---|---|---|---|---|
| 8 | 97.16 | 5 | 97.16 | 97.172 |
| 12 | 27.69 | 7 | 97.13 | 97.169 |
| 15 | 12.53 | 9 | 97.17 | 97.169 |
| 18 | 6.08 | 11 | 97.24 | 97.169 |
| 22 | 2.12 | 13 | 97.19 | 97.169 |

The "core-hole root" is the one with the largest weight on the projected state defined below. Root 5 is the core hole in the smallest basis and a slow electron outside Be$^{2+}$ in the largest. The core-hole character moves up to root 13, and over the five tabulated sizes its energy wanders by about 0.1 eV. At sizes where a continuum level comes close it moves further: at $N=16$ it lies at 97.50 eV and carries only about 70% of the core-hole weight.

## The correct general statement

Suppose a core-hole configuration lies above the threshold for filling the hole and ejecting an electron, and the coupling to that continuum does not vanish. Then:

1. In a linear variational space, a root with lower roots of the same symmetry is not a local minimum.
2. In nested bases that become complete, each root of fixed number falls to the threshold or below it, and the number of roots below the core hole grows without limit.
3. A discrete core-hole state coupled to the continuum is not an eigenstate. If it is isolated and narrow, it is a resonance of width $\Gamma=2\pi|V|^2$.
4. Removing the filled-core configurations can turn it into the lowest root of a projected problem, which omits the width and the continuum shift.

**Proof of 1.** Let $\Phi$ and $\chi$ be orthonormal eigenvectors with energies $E$ and $E_\chi<E$. The vector $\Phi\cos\theta+\chi\sin\theta$ has energy $E\cos^2\theta+E_\chi\sin^2\theta$, whose second derivative at $\theta=0$ is $2(E_\chi-E)<0$. This argument uses linearity. Determinants do not form a linear space, which is why the Hessian above had to be computed.

**Proof of 2.** In an $N$-dimensional space $\mathcal V_N$ (here $N$ counts configurations), the ordered roots satisfy

$$E_m=\min_{\dim S=m}\ \max_{\Psi\in S}\langle\Psi|H|\Psi\rangle,\qquad \langle\Psi|\Psi\rangle=1 .$$

Any $m$-dimensional $S$ shares a vector with the span of eigenvectors $m,\dots,N$, because the dimensions add up to $N+1$. The maximum over $S$ is therefore at least $E_m$, and the span of the first $m$ eigenvectors attains it. Enlarging $\mathcal V_N$ adds subspaces to the minimization, so no $E_m$ can rise.

Now place an electron in any of $M$ smooth radial shells that do not overlap, at distances of order $R$ from the ion in its ground state. Matrix elements between different shells vanish, apart from exchange with the exponentially small tail of the ion. The kinetic energy scales as $1/R^2$, and the attraction to an ion of charge $+2$ as $-2/R$. For large $R$ all $M$ energies lie below the threshold, and the min–max formula gives $M$ roots below it. Since $M$ is arbitrary, root 5 of Be$^+$ must eventually pass below the threshold and become a bound Rydberg state. If the final fragment is neutral, the long-range attraction is absent, but the shell energies still come arbitrarily close to the threshold.

**Proof of 3.** Let $P$ project on configurations with the core orbital doubly occupied, and let $Q=1-P$. Take one discrete eigenstate $\Phi_Q$ of $QHQ$, with energy $E_Q$, and eigenstates $\chi_\varepsilon$ of $PHP$ with $\langle\chi_\varepsilon|\chi_{\varepsilon'}\rangle=\delta(\varepsilon-\varepsilon')$. Other states of $Q$ and bound states of $P$ are left out. With $V(\varepsilon)=\langle\chi_\varepsilon|H|\Phi_Q\rangle$ and $\Psi=c\,\Phi_Q+\int b(\varepsilon)\chi_\varepsilon\,d\varepsilon$, projecting $H\Psi=E\Psi$ gives

$$(E-E_Q)c=\int V^*(\varepsilon)b(\varepsilon)\,d\varepsilon,\qquad (E-\varepsilon)b(\varepsilon)=V(\varepsilon)c .$$

The second equation gives $|b|^2=|V|^2|c|^2/(E-\varepsilon)^2$. If $E$ lies in the continuum, $V$ is continuous and $V(E)\neq0$, this is not integrable unless $c=0$. Then $b=0$ except at one point, and $\Psi$ has zero norm. No bound state exists at such an energy.

What remains of the discrete state appears in $G(z)=\langle\Phi_Q|(z-H)^{-1}|\Phi_Q\rangle$. The same two equations, with a source 1 added to the first, give

$$G(z)=\Big[z-E_Q-\int\frac{|V(\varepsilon)|^2}{z-\varepsilon}\,d\varepsilon\Big]^{-1}.$$

For $z=E+i0$, the identity $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$ turns the integral into $\Delta(E)-\tfrac{i}{2}\Gamma(E)$, where $\Delta$ is the principal value and

$$\Gamma(E)=2\pi|V(E)|^2 .$$

If $\Delta$ and $\Gamma$ vary little over the width, the strength $-\mathrm{Im}\,G/\pi$ is a Lorentzian centred at $E_Q+\Delta$ with full width $\Gamma$. Its Fourier transform is the survival amplitude $\langle\Phi_Q|e^{-iHt/\hbar}|\Phi_Q\rangle$, of modulus $e^{-\Gamma t/2\hbar}$; the squared modulus is the survival probability $e^{-\Gamma t/\hbar}$.

**Proof of 4.** In the $Q$ space the channel $1s^2\varepsilon s$ is absent. If the lowest root of $QHQ$ lies below every remaining threshold, it is bound and is a minimum within that space. With a fixed core orbital the $Q$ spaces are nested too, so by the proof of 2 this root can only fall. In the example it lies 20.7 eV below the Be$^{2+}\,1s2s$ triplet limit. The singlet limit with the filled core removed was not computed separately, but the projected root is stable to 0.001 eV from $N=12$ to 22, as expected of a discrete state.

This is core–valence separation. The $Q$ used here also contains configurations with an empty core orbital, which let the core relax; stricter versions discard them.

## From wandering roots to a width

A finite basis replaces the continuum by normalized levels $\chi_n$ with energies $E_n$. Near one such level, with $V_n=\langle\chi_n|H|\Phi_Q\rangle$, the $2\times2$ problem gives

$$E_\pm=\tfrac12(E_Q+E_n)\pm\tfrac12\sqrt{(E_Q-E_n)^2+4|V_n|^2}.$$

As $\zeta$ changes, $E_n$ sweeps through $E_Q$. The roots avoid each other with minimum gap $2|V_n|$, and at that point each carries half of the core-hole state. Neither root is then the resonance: they lie half a gap above and below $E_Q$. In the full Hamiltonian the other levels can displace this midpoint from $E_Q$, and the midpoint of the two roots at minimum gap is taken below as the resonance position.

To remove the basis dependence, compare the sum over levels with the continuum integral. Since $\sum_n\to\int d\varepsilon\,(dE_n/dn)^{-1}$, the two agree if $|V_n|^2=|V(\varepsilon)|^2\,dE_n/dn$. Therefore

$$\Gamma=\frac{2\pi|V_n|^2}{dE_n/dn}=\frac{\pi}{2}\,\frac{(\text{gap})^2}{dE_n/dn}.$$

The level density comes from neighbouring levels. With $k_n=\sqrt{2(E_n-E_{1s^2})}$ in atomic units, where $E_{1s^2}$ is the energy of the frozen core pair, $dE_n/dn\approx k_n(k_{n+1}-k_{n-1})/2$. With levels tens of eV apart this finite difference is itself approximate, and its error can have the same sign at every crossing, so the widths below are good to a few percent at best. At the two crossings worked out below it overestimates the spacing, by about 4% for $N=12$ and 1% for $N=18$, so those widths are low by as much; the converged s-only width is close to 0.0345 eV.

For $N=12$ and $\zeta=2.416$ bohr$^{-1}$ the full Hamiltonian has a gap of 1.154 eV, while $2|V_n|$ from the separate $P$ and $Q$ problems is 1.153 eV. With $dE_n/dn=62.56$ eV,

$$\Gamma=\frac{1.5708\times(1.154)^2}{62.56}\ \text{eV}=0.033\ \text{eV}.$$

For $N=18$ and $\zeta=2.533$ bohr$^{-1}$ the gap is 0.919 eV and the spacing 38.92 eV, which gives 0.034 eV. The gap has changed by a fifth and the width by about 2%. Four crossings give a mean width of 0.034 eV, a lifetime $\hbar/\Gamma$ of about 19 fs, and a position 97.17 eV above the six-function threshold used in the table. The gap is some thirty times the width; it measures the coarseness of the basis, not a physical splitting.

In a denser basis $|V_n|^2$ falls in proportion to the spacing, so the gaps close. Once the spacing is smaller than $\Gamma$, however, the core-hole character is spread over roughly $\Gamma/(dE_n/dn)$ roots. No single root becomes the state.

## What the projection costs, and where the statement ends

The projected energy depends on the core orbital. With the 1s orbital of the Be$^{2+}$ ion it agrees with the resonance position to about 0.001 eV, which is within its own spread of 0.002 eV over the four crossings, so the shift is not resolved. With the 1s orbital of the bare nucleus it drops by 0.31 eV. The full Hamiltonian, and hence the resonance, is unchanged by this choice, so the coupling to the filled-core space must make up the difference. That coupling includes the bound states of $P$ and paths through other $Q$ states, which the $\Delta$ of proof 3 leaves out; the separate contributions were not computed. The second value lies below the resonance, which shows that the projected energy is not an upper bound on the resonance position.

The condition of an open channel is essential. The Li$^+$ $1s2s$ triplet also has a 1s hole, but its energy is $-5.109$ hartree, while Li$^{2+}\,1s$ plus a free electron at rest has $-4.500$ hartree. It is bound by 16.6 eV and is the lowest triplet in the model, so minimization within triplet symmetry finds it safely. A hole in the core does not by itself make a resonance; an accessible, coupled continuum does.

The numerical check covers the saddle and its collapse, the falling roots, the gaps, the agreement of the four widths, and the Li$^+$ case.

## Computed values

```
Basis exponent zeta in size scan: 2.50 1/bohr; compact functions: 6
SCF basis size: 14 functions
Be RHF energy (Gaussian basis): -14.57286 hartree
Be+ core-hole saddle energy: -10.04050 hartree
Delta-SCF 1s ionization energy: 123.33 eV
Negative Hessian eigenvalues at saddle: 1
Two lowest curvatures: -8.372, 2.117 hartree/rad^2
Energy after collapse: -14.27739 hartree
Be+ 1s2 2s ROHF (Gaussian basis): -14.27726 hartree
Energy lost in collapse: 115.29 eV
Overlap of final doubly occupied orbital with old core: 0.9978
Be+ ground CI energy, Laguerre: -14.29262 hartree
Be+ ground full CI, Gaussian s basis: -14.29264 hartree
Be2+ 1s2 threshold: -13.62578 hartree
Be2+ 1s2s triplet (Q threshold): -9.29554 hartree
Q threshold above CVS root: 20.66 eV
Size scan, energies in eV above the Be2+ 1s2 threshold (roots count from 1):
 N=8: root 5 at 97.162; core-hole root 5 at 97.162, weight 0.999; CVS 97.172
 N=12: root 5 at 27.690; core-hole root 7 at 97.134, weight 0.995; CVS 97.169
 N=15: root 5 at 12.527; core-hole root 9 at 97.172, weight 0.999; CVS 97.169
 N=18: root 5 at 6.083; core-hole root 11 at 97.238, weight 0.978; CVS 97.169
 N=22: root 5 at 2.118; core-hole root 13 at 97.193, weight 0.995; CVS 97.169
Avoided crossings (zeta in 1/bohr, energies in eV):
 N=12 zeta=2.4164: gap 1.154, 2|V| 1.153, dE/dn 62.56, width 0.0334, position 97.168, largest weight 0.520
 N=12 zeta=3.0794: gap 1.146, 2|V| 1.146, dE/dn 61.23, width 0.0337, position 97.170, largest weight 0.512
 N=18 zeta=2.1403: gap 0.935, 2|V| 0.935, dE/dn 40.44, width 0.0340, position 97.168, largest weight 0.527
 N=18 zeta=2.5327: gap 0.919, 2|V| 0.919, dE/dn 38.92, width 0.0341, position 97.169, largest weight 0.519
CVS root spread over the four crossings: 0.0017 eV
Mean resonance energy above threshold: 97.17 eV
Mean resonance total energy: -10.0549 hartree
Mean resonance minus mean CVS energy: -0.001 eV
Saddle minus resonance energy: 0.391 eV
Mean width: 0.0338 eV; lifetime: 19.48 fs
CVS change with bare-nucleus core orbital (N=15): -0.307 eV
Li+ 1s2s triplet: -5.10938 hartree; Li2+ 1s: -4.50000 hartree
Li+ triplet binding below Li2+ threshold: 16.58 eV
```
